\section*{Velocity matrix elements of Bloch electrons from Wannier functions, part 2}

We seek the matrix of the velocity $v_\alpha=i[H,r_\alpha]$ between Bloch states, using Wannier functions $|\mathbf Rn\rangle$ at lattice translations $\mathbf R$. Hartree atomic units ($\hbar=m=1$) are used, and $\partial_\alpha=\partial/\partial k_\alpha$. For a local potential $v_\alpha$ is the momentum; a nonlocal one adds $i[V_{\rm nl},r_\alpha]$.

In the Wannier gauge, $J$ orthonormal Bloch functions $\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$, not necessarily eigenstates, are smooth and periodic in $\mathbf k$; the $|\mathbf Rn\rangle$ are their Fourier coefficients. Let $H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$, $P=\sum_l|u_l\rangle\langle u_l|$, $Q=1-P$, $H_{mn}(\mathbf R)=\langle\mathbf 0m|H|\mathbf Rn\rangle$ and $H^W_{mn}=\langle u_m|H_{\mathbf k}|u_n\rangle$. Then
\begin{equation}
H^W(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}H(\mathbf R),\qquad
\partial_\alpha H^W(\mathbf k)=\sum_{\mathbf R}iR_\alpha\,e^{i\mathbf k\cdot\mathbf R}H(\mathbf R).
\label{eq:HW}
\end{equation}
\begin{equation}
v^W_{\alpha,mn}(\mathbf k)=\langle\psi_{m\mathbf k}|v_\alpha|\psi_{n\mathbf k}\rangle=\langle u_{m\mathbf k}|\,\partial_\alpha H_{\mathbf k}\,|u_{n\mathbf k}\rangle .
\label{eq:vdef}
\end{equation}
\begin{equation}
A^W_{\alpha,mn}(\mathbf k)=i\langle u_{m\mathbf k}|\partial_\alpha u_{n\mathbf k}\rangle ,
\label{eq:Adef}
\end{equation}
\begin{equation}
A^W_{\alpha,mn}(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\langle\mathbf 0m|(r_\alpha-R_\alpha)|\mathbf Rn\rangle=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\langle\mathbf 0m|r_\alpha|\mathbf Rn\rangle .
\label{eq:Apos}
\end{equation}
The Wannier centres are $\langle\mathbf 0n|r_\alpha|\mathbf 0n\rangle$. For an isolated group, separated by gaps from all other bands,
\begin{equation}
v^W_\alpha(\mathbf k)=\partial_\alpha H^W(\mathbf k)+i\big[H^W(\mathbf k),A^W_\alpha(\mathbf k)\big].
\label{eq:main}
\end{equation}
Otherwise the right side also contains
\begin{equation}
\Delta_{\alpha,mn}=-\langle\partial_\alpha u_m|QH_{\mathbf k}|u_n\rangle-\langle u_m|H_{\mathbf k}Q|\partial_\alpha u_n\rangle .
\label{eq:Delta}
\end{equation}
Under $|u'_n\rangle=\sum_m|u_m\rangle W_{mn}$, with $W$ unitary, $K_\alpha=W^\dagger\partial_\alpha W$ and $H'=W^\dagger H^WW$,
\begin{align}
A'_\alpha&=W^\dagger A^W_\alpha W+iK_\alpha,\label{eq:gaugeA}\\
\partial_\alpha H'&=-K_\alpha H'+W^\dagger(\partial_\alpha H^W)W+H'K_\alpha=W^\dagger(\partial_\alpha H^W)W+[H',K_\alpha].\label{eq:gaugeH}
\end{align}
An origin shift $r_\alpha\to r_\alpha+c_\alpha$ adds $c_\alpha\mathbf 1$ to $A^W_\alpha$ and leaves $v^W_\alpha$ unchanged.

A chain of spacing $a$ with $s$ and $p$ orbitals, $s$ hopping $-t$, on-site dipole $d$ and bands $\varepsilon_s(k)=\epsilon_s-2t\cos ka$ and $\epsilon_p$ has
\begin{equation}
v_{ss}(k)=2ta\sin ka=\frac{d\varepsilon_s}{dk},\qquad v_{sp}(k)=i\,\big[\varepsilon_s(k)-\epsilon_p\big]\,d .
\label{eq:toyv}
\end{equation}

\subsection{Interpolation from a finite mesh}

In practice $H^W$ is known on a mesh; take one dimension and $k_j=2\pi j/(Na)$ with $N$ odd. Inserting \eqref{eq:HW} in the discrete transform and using $N^{-1}\sum_je^{ik_j(R'-R)}=1$ when $R'-R$ is a multiple of $Na$, and zero otherwise,
\begin{equation}
\frac1N\sum_je^{-ik_jR}H^W(k_j)=\sum_{L=-\infty}^{\infty}H(R+LNa).
\label{eq:alias}
\end{equation}
The mesh thus delivers $H(R)$ for $|R|\le(N-1)a/2$, contaminated by periodic images. Both the images and the omitted terms involve $H$ at distances beyond $Na/2$. If $H^W(k)$ is analytic for $|{\rm Im}\,k|<\kappa$, the contour in $H(R)=(a/2\pi)\int e^{-ikR}H^W(k)\,dk$ may be moved to $k-i\kappa'$ for $R>0$ and any $\kappa'<\kappa$, the vertical sides cancelling by periodicity; the integrand then carries the factor $e^{-\kappa'R}$, and $R<0$ follows by moving the contour upward. The same holds for the position matrix. The interpolated velocity at a $k$ off the mesh then has an error bounded by a constant times $Na\,e^{-\kappa'Na/2}$, the prefactor coming from $iR$ in \eqref{eq:HW}. A gauge with only finitely many derivatives gives a power law instead. So does a position matrix obtained, as is common, from finite differences of $u_{nk}$ between neighbouring mesh points: with central differences its error falls only as $N^{-2}$. The exponential bound requires position matrix elements that are exact on the mesh or computed directly in real space, as is done below.

\subsection{A model crystal in the Wannier gauge}

Model A is a one-dimensional crystal with round parameters: $a=6$ bohr, $g=2\pi/a$, $V(x)=-0.8\cos gx+0.1\sin 2gx$ Ha. The second term removes inversion symmetry, so that no element vanishes by parity. The Hamiltonian is diagonalized in 33 plane waves. The gauge for the two lowest bands is fixed by projection: if the columns of $G$ hold the plane-wave coefficients of the Gaussian $e^{-x^2/2\sigma^2}$ with $\sigma=1$ bohr and of its first Hermite partner $x\,e^{-x^2/2\sigma^2}$, each normalized to one (the gauge, and with it every Wannier-gauge number below, depends on their relative normalization), the Wannier-gauge states are the columns of $PG\,(G^\dagger PG)^{-1/2}$, which are orthonormal and independent of the phases of the eigenvectors. The mesh has $N=65$ points, $H(R)$ comes from \eqref{eq:alias}, and $x(R)=\langle 0m|x|Rn\rangle$ from real-space quadrature. Six decimals are kept so that the arithmetic can be followed; three figures carry the physics.

The matrices $H(R)$ and $x(R)$ are real, and Hermiticity with translation symmetry then gives $H_{22}(-R)=H_{22}(R)$. The values are $H_{22}=0.392618$, $0.026621$, $0.002361$ Ha at $R=0,a,2a$. At $k=0.3\pi/a=0.157080$ bohr$^{-1}$, which is off the mesh, the first terms of \eqref{eq:HW} are
\begin{align}
\partial H^W_{22}&\approx-2(6)(0.026621)\sin 0.3\pi-2(12)(0.002361)\sin0.6\pi\nonumber\\
&=-0.25844-0.05389=-0.31233,
\end{align}
and the full sum is $-0.313527$, the remainder $-0.0012$ coming from $|R|\ge3a$. The position matrix is dominated by the on-site dipole $x_{12}(0)=0.805954$ bohr, with centres at $-0.001242$ and $0.153445$ bohr. The full sums at this $k$ are
\begin{center}
\begin{tabular}{lccc}
 & 11 & 22 & 12\\
$H^W$ (Ha) & $-0.372521$ & $+0.421672$ & $+0.037527+0.016794i$\\
$\partial H^W$ (a.u.) & $+0.019702$ & $-0.313527$ & $-0.004357+0.053524i$\\
$A^W$ (bohr) & $-0.000128$ & $+0.196648$ & $+0.834947+0.004736i$
\end{tabular}
\end{center}
For $2\times2$ Hermitian matrices, $(i[H,A])_{11}=i(H_{12}A_{21}-A_{12}H_{21})=i(z-z^*)=-2\,{\rm Im}\,z$ with $z=H_{12}A_{12}^*$. Here
\begin{align}
{\rm Im}\,z&=0.016794\times0.834947-0.037527\times0.004736=0.013844,\nonumber\\
v^W_{11}&=0.019702-0.027688=-0.007986,\nonumber\\
v^W_{22}&=-0.313527+0.027688=-0.285839 .
\label{eq:exWdiag}
\end{align}
On the diagonal of the Wannier-gauge matrix the position term is not zero; in $v^W_{11}$ it exceeds the derivative and reverses the sign. The off-diagonal element of the commutator is $H_{11}A_{12}+H_{12}A_{22}-A_{11}H_{12}-A_{12}H_{22}$, that is
\begin{align}
[H,A]_{12}&=(H_{11}-H_{22})A_{12}+H_{12}(A_{22}-A_{11})\nonumber\\
&=(-0.663109-0.003761i)+(0.007384+0.003305i)\nonumber\\
&=-0.655725-0.000456i,
\end{align}
with $H_{11}-H_{22}=-0.794193$ Ha and $A_{22}-A_{11}=0.196776$ bohr. Multiplying by $i$ gives $0.000456-0.655725i$, and adding $\partial H^W_{12}$ gives $v^W_{12}=-0.00390-0.60220i$ a.u.

The numerical check compares the whole complex matrix \eqref{eq:main} with the plane-wave matrix \eqref{eq:vdef} at $k/(\pi/a)=0.13$, $0.3$, $-0.62$, $0.91$, and \eqref{eq:Apos} with a finite-difference evaluation of \eqref{eq:Adef}, both to a tolerance of $10^{-6}$; the largest velocity deviation found is $2\times10^{-13}$ a.u. On coarser meshes the largest deviation of an element of $v^W$ at $k=0.3\pi/a$ is $8.0\times10^{-3}$, $5.3\times10^{-4}$ and $1.4\times10^{-6}$ a.u. for $N=5,9,17$. The factor gained per four added points is about 15 in the first interval and about 20 in the second, compatible with an exponential; only the monotonic decrease is tested. The strip of analyticity cannot extend beyond the branch point joining bands 2 and 3, at $\kappa=0.207$ bohr$^{-1}$, which corresponds to $e^{2\kappa a}\approx12$ per four added points. The error at a single $k$ fluctuates about such a trend, so factors taken from three meshes do not measure $\kappa$. Adding a separable nonlocal term $D\sum_R|\beta_R\rangle\langle\beta_R|$, with $\beta(q)=e^{-q^2s^2/2}$, $D=0.3$ Ha bohr and $s=0.7$ bohr, makes the exact velocity differ from the momentum matrix by up to $0.047$ a.u. at the four test points, while \eqref{eq:main} follows the velocity to $2\times10^{-13}$ a.u. Translating the crystal and the trial functions by $1.3$ bohr raises $A^W_{11}$ by $1.3$ bohr and changes $v^W$ by $2\times10^{-14}$ a.u.

\section{Diagonal and interband elements between band states}

\subsection{Rotation to the eigenbasis}

The symbols taken over are these. $H^W(\mathbf k)$ and $A^W_\alpha(\mathbf k)=i\langle u|\partial_\alpha u\rangle$ are the $J\times J$ lattice Fourier sums \eqref{eq:HW} and \eqref{eq:Apos} of $\langle\mathbf 0m|H|\mathbf Rn\rangle$ and $\langle\mathbf 0m|r_\alpha|\mathbf Rn\rangle$; both are smooth and therefore bounded. The velocity matrix is $v^W_\alpha=\partial_\alpha H^W+i[H^W,A^W_\alpha]+\Delta_\alpha$, with $\Delta_\alpha$ of \eqref{eq:Delta} equal to zero for an isolated group. Under a unitary change of basis $W(\mathbf k)$ with $K_\alpha=W^\dagger\partial_\alpha W$, the connection and the derivative obey \eqref{eq:gaugeA} and \eqref{eq:gaugeH}. The group is isolated until stated otherwise.

Observables refer to band states. Let $U(\mathbf k)$ diagonalize the interpolated Hamiltonian, $U^\dagger H^WU=\varepsilon={\rm diag}(\varepsilon_n)$, and write $\bar X=U^\dagger XU$ for any matrix. For an isolated group the states $|u^H_n\rangle=\sum_m|u_m\rangle U_{mn}$ are eigenstates of $H_{\mathbf k}$: $PH_{\mathbf k}|u^H_n\rangle=\varepsilon_n|u^H_n\rangle$ by construction and $QH_{\mathbf k}|u^H_n\rangle=0$. Multiply \eqref{eq:main} by $U^\dagger$ and $U$ and insert $UU^\dagger=1$ between the factors of each product, so that $U^\dagger[H^W,A^W_\alpha]U=[\varepsilon,\bar A_\alpha]$. A diagonal matrix multiplies rows from the left and columns from the right, $[\varepsilon,\bar A]_{mn}=(\varepsilon_m-\varepsilon_n)\bar A_{mn}$, and
\begin{equation}
\bar v_{\alpha,mn}=\overline{(\partial_\alpha H)}_{mn}+i(\varepsilon_m-\varepsilon_n)\,\bar A_{\alpha,mn},\qquad \overline{(\partial_\alpha H)}=U^\dagger(\partial_\alpha H^W)U .
\label{eq:eigen}
\end{equation}
Only $U$ at the point $\mathbf k$ enters, never its derivative, so \eqref{eq:eigen} holds at degeneracies as well and is indifferent to how the diagonalization chooses phases: a rephasing multiplies both terms by the same factor $e^{i(\theta_n-\theta_m)}$.

\subsection{Diagonal elements and degenerate blocks}

For $m=n$ the prefactor $\varepsilon_m-\varepsilon_n$ is zero and $\bar A$ is finite, being a unitary rotation of a bounded matrix. Hence $\bar v_{\alpha,nn}=\overline{(\partial_\alpha H)}_{nn}$. This could have been expected from the origin dependence: $\bar A_{\alpha,nn}$ shifts by $c_\alpha$ with the origin and cannot appear in a velocity.

Where the levels are nondegenerate, $U$ can be chosen differentiable, and \eqref{eq:gaugeH} applies with $W=U$, $H'=\varepsilon$ and $K_\alpha=D_\alpha\equiv U^\dagger\partial_\alpha U$:
\begin{equation}
\delta_{mn}\,\partial_\alpha\varepsilon_n=\overline{(\partial_\alpha H)}_{mn}+(\varepsilon_m-\varepsilon_n)D_{\alpha,mn}.
\label{eq:HF}
\end{equation}
Its diagonal and off-diagonal parts read
\begin{equation}
\bar v_{\alpha,nn}=\overline{(\partial_\alpha H)}_{nn}=\partial_\alpha\varepsilon_n,\qquad
D_{\alpha,mn}=\frac{\overline{(\partial_\alpha H)}_{mn}}{\varepsilon_n-\varepsilon_m}\quad(m\ne n).
\label{eq:diag}
\end{equation}
The first relation is the Hellmann--Feynman theorem for the small matrix $H^W$, and it says that the band velocity is the group velocity. Quantities built from band velocities alone, such as the Fermi velocity or the drift term of the semiclassical Boltzmann equation for phonon-limited transport, need $H(\mathbf R)$ and nothing else, provided the group is isolated or, for entangled bands as in most metals, the states concerned lie inside the frozen window (see the last subsection).

If $\varepsilon_m=\varepsilon_n$ for $m\neq n$ at some $\mathbf k_0$, the position term vanishes throughout the degenerate block for the same reason as on the diagonal. Within the block $U$ is fixed only up to a unitary mixing, so the individual diagonal elements depend on that choice and are in general not slopes. Along a unit vector $\hat{\mathbf e}$, $H^W(\mathbf k_0+\delta\hat{\mathbf e})=H^W(\mathbf k_0)+\delta\,\hat{\mathbf e}\cdot\partial H^W+O(\delta^2)$, and first-order degenerate perturbation theory gives the slopes of the branches as the eigenvalues of the block of $\hat{\mathbf e}\cdot\overline{\partial H}$. The check uses $V=-0.6\cos 2gx$ Ha in a doubled cell of $a=8$ bohr, whose two folded bands cross at $k=\pi/a$. There $H^W$ is a multiple of the unit matrix while the largest element of $A^W$ is $4.0$ bohr; $\partial H^W$ alone reproduces the exact velocity matrix, and its eigenvalues $\pm0.211430$ a.u. equal the finite-difference slopes of the plane-wave branches.

\subsection{Interband elements}

For $m\ne n$ and distinct energies the prefactor survives. The meaning of the two terms follows from the connection of the band states, which by \eqref{eq:gaugeA} with $W=U$ is
\begin{equation}
A^H_{\alpha,mn}=i\langle u^H_m|\partial_\alpha u^H_n\rangle=\bar A_{\alpha,mn}+iD_{\alpha,mn}.
\label{eq:AH}
\end{equation}
Multiply by $i(\varepsilon_m-\varepsilon_n)$ and use \eqref{eq:diag}: the second term becomes $i\cdot i\,(\varepsilon_m-\varepsilon_n)\overline{(\partial_\alpha H)}_{mn}/(\varepsilon_n-\varepsilon_m)=+\overline{(\partial_\alpha H)}_{mn}$. Comparison with \eqref{eq:eigen} gives
\begin{equation}
\bar v_{\alpha,mn}=i(\varepsilon_m-\varepsilon_n)\,A^H_{\alpha,mn}\qquad(\varepsilon_m\neq\varepsilon_n),
\label{eq:inter}
\end{equation}
the crystal form of the atomic relation between velocity and dipole matrix elements, with $A^H_{mn}$ as the interband dipole. A band state changes with $\mathbf k$ in two ways: its expansion coefficients $U$ change, which gives $iD$, and the basis itself changes, which gives $\bar A$. The derivative of $H^W$ knows only the first. Interband absorption in the independent-particle picture is proportional to $|\bar v_{mn}|^2$ and needs both.

Two limits illustrate how the relative weight can vary. When the hopping goes to zero, $\partial H^W\to0$ and the position term is everything, as in \eqref{eq:toyv}. When the splitting goes to zero at fixed gauge, the position term is bounded in modulus by $|\varepsilon_m-\varepsilon_n|$ times the norm of $A^W_\alpha$ and vanishes linearly, while $\overline{(\partial_\alpha H)}_{mn}$ has no such factor; where it stays finite, $D_{mn}$ diverges and dominates \eqref{eq:AH}, and low-energy transitions are described by the derivative alone, to leading order in the splitting. An example is the velocity component perpendicular to the line of approach to an isotropic conical crossing in two dimensions. The component along a line through a crossing behaves differently, and in one dimension it is the only one. There the eigenvectors can be continued smoothly through the crossing, $D_{mn}$ stays finite, and by \eqref{eq:diag} the derivative vanishes linearly too, so that both terms must be kept. In the doubled cell above they cancel exactly near the crossing, because the two folded bands have different crystal momenta in the primitive cell and the velocity does not connect them. This concerns an exact crossing. At a narrow avoided crossing the derivative dominates in one dimension as well: adding $10^{-3}\cos gx$ Ha to the doubled cell opens a gap of $1.6\times10^{-3}$ Ha at $k=\pi/a$, where the derivative has modulus $0.211$ a.u. and the position term is below $10^{-6}$ a.u. The statement that interband elements need the position term thus means that the term is nonzero unless $\bar A_{\alpha,mn}$ vanishes or the levels coincide; its size depends on the gauge.

For an isolated group, the diagonal velocities of nondegenerate band states are the band slopes and need only $H(\mathbf R)$, while interband elements in general need the position matrix as well. It remains to put numbers to this in model A, to see how much phases containing the Wannier centres can capture, and to treat subspaces that are not invariant under $H$.
